\section*{Floor Shadowing by Tilted Ions in Deep Trenches and Circular Holes}

\section{Problem}

A plasma etch sends positive ions into a deep feature with vertical walls. The feature has depth $h$ and is either a long trench of width $w$ or a circular hole of diameter $w$. Its aspect ratio is $A=h/w$. The ions form a uniform parallel beam, tilted by a small angle $\theta$ from the axis of the feature. They fly in straight lines, and an ion that touches a wall is absorbed there.

\begin{enumerate}
\item[(a)] Find the illuminated fraction of the trench floor when the horizontal part of the ion velocity makes an angle $\varphi$ with the width direction.
\item[(b)] Find the illuminated fraction of the circular floor.
\item[(c)] Evaluate both for $A=50$ and $\theta=0.5^\circ$, with the trench tilted across its width. At what aspect ratio does each floor become dark?
\item[(d)] Show which floor is darker at equal $A$ and $\theta$, and examine the limits of weak and of nearly complete shadowing.
\item[(e)] Take $w=100$ nm, $h=5000$ nm and singly charged ions of energy $E=3000$ eV. Estimate how the results of (c) change through transverse thermal motion, reflection from the walls, a voltage between the walls, and gas collisions.
\end{enumerate}

\section{Solution}

\subsection{The shadow as an overlap of two outlines}

Let $z$ be the depth below the mouth and $\mathbf r=(u,v)$ the horizontal position, with $u$ along the trench width. An ion that enters at $\mathbf r_0$ moves sideways by $\tan\theta$ per unit of depth:
\begin{equation}
\mathbf r(z)=\mathbf r_0+z\tan\theta\,(\cos\varphi,\sin\varphi).
\end{equation}
Over the full depth its sideways shift is $s=h\tan\theta$. Measured in feature widths, this is
\begin{equation}
x=\frac{s}{w}=A\tan\theta .
\end{equation}
The floor fractions will depend on depth, width and tilt through this one number.

An ion reaches the floor if it stays inside the cross-section at every depth. It is enough to check the two ends of the path. With $\mathbf r_h$ the landing point,
\begin{equation}
\mathbf r(z)=\Bigl(1-\frac zh\Bigr)\mathbf r_0+\frac zh\,\mathbf r_h ,
\end{equation}
so every intermediate position lies on the straight segment between $\mathbf r_0$ and $\mathbf r_h$. A strip and a disc are convex: a segment whose ends lie inside them lies inside as a whole. The lit region is therefore the overlap of the floor with the outline of the mouth, displaced by $s$ in the direction of the tilt.

The map from $\mathbf r_0$ to $\mathbf r_h$ is a translation and preserves areas. The ion flux through the mouth is uniform, so the flux on the lit region is uniform too, and equal to that at the mouth. The lit fraction of the floor is thus also the fraction of entering ions that reach the floor.

\subsection{(a) The trench}

The trench is taken as so long that its end walls do not matter. The floor occupies $-w/2<u<w/2$. The displaced mouth occupies the same interval moved by $s\cos\varphi$. If $s\cos\varphi$ is positive, the overlap runs from $s\cos\varphi-w/2$ to $w/2$ and has length $w-s\cos\varphi$. A negative value gives the mirror image. Division by $w$ yields
\begin{equation}
F_{\rm t}=1-x|\cos\varphi| \qquad (x|\cos\varphi|\le 1),
\end{equation}
and zero for larger shifts. For a tilt across the width, $F_{\rm t}=1-x$. A tilt along the trench casts no shadow, so a value for a trench has no meaning until the direction of the tilt is given.

The same argument covers a rectangular hole of length $L$, because the overlap of two rectangles with parallel sides is a product of two interval overlaps:
\begin{equation}
F_{\rm rect}=\bigl(1-x|\cos\varphi|\bigr)\Bigl(1-\frac{s|\sin\varphi|}{L}\Bigr),
\label{rect}
\end{equation}
as long as neither bracket is negative. The second bracket tends to 1 for $L\gg s$, which is the condition for calling the trench long.

\subsection{(b) The circular hole}

A disc looks the same from all directions, so let the tilt point along $u$. Cut the floor into thin strips parallel to $u$. The strip at offset $v$ from the centre has the length of a chord,
\begin{equation}
c(v)=2\sqrt{\frac{w^2}{4}-v^2}=\sqrt{w^2-4v^2}.
\end{equation}
Each strip behaves like a trench of width $c(v)$: the shift leaves a length $c(v)-s$ lit if $c(v)>s$, and nothing otherwise. The condition $c(v)>s$ means $4v^2<w^2-s^2$, or
\begin{equation}
|v|<v_m=\frac w2\sqrt{1-x^2}.
\end{equation}
Dividing the lit area by the floor area $\pi w^2/4$ gives
\begin{equation}
F_{\rm c}=\frac{4}{\pi w^2}\int_{-v_m}^{v_m}\Bigl(\sqrt{w^2-4v^2}-s\Bigr)dv .
\end{equation}

For the first term substitute $v=(w/2)\sin\alpha$. Then $\sqrt{w^2-4v^2}=w\cos\alpha$ and $dv=(w/2)\cos\alpha\,d\alpha$. The limits are $\pm\alpha_m$ with $\sin\alpha_m=\sqrt{1-x^2}$, hence $\cos\alpha_m=x$ and $\alpha_m=\arccos x$. With $\cos^2\alpha=\tfrac12(1+\cos2\alpha)$,
\begin{align}
\int_{-v_m}^{v_m}\sqrt{w^2-4v^2}\,dv
&=\frac{w^2}{2}\int_{-\alpha_m}^{\alpha_m}\cos^2\alpha\,d\alpha
=\frac{w^2}{2}\bigl(\alpha_m+\sin\alpha_m\cos\alpha_m\bigr)\nonumber\\
&=\frac{w^2}{2}\bigl(\arccos x+x\sqrt{1-x^2}\bigr).
\end{align}
The second term is a constant times the integration range:
\begin{equation}
\int_{-v_m}^{v_m}s\,dv=2sv_m=w^2x\sqrt{1-x^2}=\frac{w^2}{2}\,2x\sqrt{1-x^2}.
\end{equation}
Subtracting and multiplying by $4/(\pi w^2)$ gives
\begin{equation}
F_{\rm c}=\frac2\pi\Bigl[\arccos x-x\sqrt{1-x^2}\Bigr]\qquad(0\le x\le1),
\label{hole}
\end{equation}
and $F_{\rm c}=0$ for $x\ge1$. At $x=0$ the bracket is $\pi/2$ and the whole floor is lit, as it must be.

\subsection{(c) Numbers for aspect ratio 50}

With $\tan0.5^\circ=0.008727$, the relative shift is $x=50\times0.008727=0.4363$. In a feature 100 nm wide, an ion moves 43.6 nm sideways on its way down. The trench floor keeps
\begin{equation}
F_{\rm t}=1-0.4363=0.564 ,
\end{equation}
about 56 percent. For the hole, $\arccos x=1.1193$ and $x\sqrt{1-x^2}=0.3926$, so
\begin{equation}
F_{\rm c}=\frac2\pi(1.1193-0.3926)=0.463 ,
\end{equation}
about 46 percent. Of a floor area of 7854 nm$^2$, 3633 nm$^2$ is lit. The lit region is a lens, 56 nm wide along the tilt and $w\sqrt{1-x^2}=90$ nm long across it.

These values were tested without the overlap argument. Rays were followed from the floor back to the mouth, and their positions were compared with the walls at 21 equally spaced heights. With 4000 points across the trench, 56.38 percent of the rays escaped. With the points of an $800\times800$ square grid that lie inside the circle, 46.26 percent did. Formula (\ref{hole}) gives 46.26 percent and the trench formula 56.37 percent.

Both floors become dark at $x=1$, that is, at
\begin{equation}
A=\frac1{\tan\theta}=114.6 .
\end{equation}
The limit is common because the longest chord of the hole, its diameter, equals the width of the trench.

\subsection{(d) Why the hole is darker}

Differentiate (\ref{hole}). The two terms in the bracket contribute
\begin{equation}
\frac{d}{dx}\arccos x=-\frac1{\sqrt{1-x^2}},\qquad
\frac{d}{dx}\,x\sqrt{1-x^2}=\sqrt{1-x^2}-\frac{x^2}{\sqrt{1-x^2}}=\frac{1-2x^2}{\sqrt{1-x^2}},
\end{equation}
and therefore
\begin{equation}
F_{\rm c}'=\frac2\pi\,\frac{-1-(1-2x^2)}{\sqrt{1-x^2}}=-\frac4\pi\sqrt{1-x^2},
\qquad
F_{\rm c}''=\frac4\pi\frac{x}{\sqrt{1-x^2}}.
\label{slope}
\end{equation}
The second derivative is positive for $0<x<1$, so $F_{\rm c}$ is a convex curve. It starts at 1 for $x=0$ and ends at 0 for $x=1$. The straight line between these end points is $1-x$, the trench result for a tilt across the width. A strictly convex curve lies below its chord, so the hole is darker at every $x$ between 0 and 1.

\paragraph{Weak shadowing.} For small $x$, integrate (\ref{slope}) from zero with $\sqrt{1-x^2}\approx1-x^2/2$:
\begin{equation}
1-F_{\rm c}\approx\frac4\pi\Bigl(x-\frac{x^3}{6}\Bigr).
\end{equation}
To leading order the hole loses $4/\pi=1.27$ times as much as the trench. The factor has a simple origin. A small shift removes the length $s$ from nearly every strip. The mean strip length is the floor area divided by the diameter, $(\pi w^2/4)/w=\pi w/4$, which is shorter than $w$. At aspect ratio 10 and the same tilt, the losses are 11.1 percent for the hole and 8.7 percent for the trench, in the ratio 1.27. At aspect ratio 50 the ratio has fallen to $53.7/43.6=1.23$, as the cubic term requires.

\paragraph{Nearly complete shadowing.} Let $\delta=1-x$ be small. Since $F_{\rm c}(1)=0$, the fraction is the integral of $-F_{\rm c}'$ from $x$ to 1. With $t=1-q$ and $1-t^2\approx2q$,
\begin{equation}
F_{\rm c}=\frac4\pi\int_x^1\sqrt{1-t^2}\,dt\approx\frac{4\sqrt2}{\pi}\int_0^\delta\sqrt q\,dq=\frac{8\sqrt2}{3\pi}\,\delta^{3/2}.
\end{equation}
The trench keeps $\delta$, but the lens in the hole shrinks in both length and width, which brings the higher power. At aspect ratio 100, $\delta=0.127$. The trench keeps 12.7 percent and the hole 5.35 percent; the limiting formula gives 5.5 percent.

\paragraph{A square hole.} The difference does not come from the hole being closed on all sides. Put $L=w$ in (\ref{rect}). With the tilt parallel to one side, a square hole keeps $1-x$, or 56 percent, just as the trench does. With the tilt along the diagonal, each bracket equals the trench value at azimuth $45^\circ$, 0.6915, and the square keeps $0.6915^2=0.478$. What counts is how the chords along the tilt are distributed in length.

\subsection{(e) Effects left out of the model}

The feature size and energy are in the regime of etching the memory holes of three-dimensional flash memory. All process values here are rough typical ones, and $A=50$ and $\theta=0.5^\circ$ are kept unless another value is stated.

\paragraph{Thermal motion.} Ions with transverse temperature $T$ have an rms velocity $\sqrt{k_BT/m}$ along each horizontal axis, while their downward velocity is close to $\sqrt{2E/m}$. Each component of the slope thus acquires an rms spread
\begin{equation}
\sigma_\theta=\sqrt{\frac{k_BT}{2E}} .
\end{equation}
At 500 K, $k_BT=0.0431$ eV and $\sigma_\theta$ corresponds to $0.154^\circ$. Averaged over this Gaussian spread, the fraction of ions that reach the floor is 56.4 percent in the trench and 44.4 percent in the hole.

The trench value hardly moves because $1-x$ is linear: equal deviations to either side cancel, unless they carry the shift below 0 or above 1. In the hole, deviations perpendicular to the tilt also count, since they lengthen the shift. Write $\sigma=A\sigma_\theta$ for the rms relative shift per axis. Expanding $F_{\rm c}$, a function of the length of a two-dimensional shift, to second order and averaging gives
\begin{equation}
\Delta F_{\rm c}\approx\frac{\sigma^2}{2}\Bigl(F_{\rm c}''+\frac{F_{\rm c}'}{x}\Bigr).
\end{equation}
The first term comes from deviations along the tilt. The second comes from a perpendicular deviation $b$, which lengthens the shift by about $b^2/(2x)$. Here $\sigma^2=2500\times0.0431/6000=0.0180$, $F_{\rm c}''=0.62$ and $F_{\rm c}'/x=-2.63$. Hence $\Delta F_{\rm c}\approx-0.018$, which accounts for the drop from 46.3 to 44.4 percent.

The sharp dark limit of (c) belongs to a perfectly parallel beam. At $A=114.6$, where $x=1$, half of the ions have a thermal deviation that reduces their shift across the trench. The fraction reaching the trench floor is then about $A\sigma_\theta/\sqrt{2\pi}=0.12$ at 500 K. For the hole, averaging over the same spread gives about 6 percent.

Ions may also gain transverse energy before they enter the sheath. For an assumed transverse temperature of 0.5 eV the rms angle is $0.52^\circ$, as large as the tilt itself. The fractions then become 50 percent for the trench and 28 percent for the hole. For the hole, the tilt alone sets the result only if $\sigma_\theta\ll\theta$. The trench tolerates more, as long as the spread rarely carries the shift below 0 or above 1: at $\sigma_\theta=\theta/2$ it still keeps 56 percent, while the hole is down to 41 percent. The case of 0.5 eV violates both conditions.

\paragraph{Reflection.} The ions meet the walls at grazing angles of at most $0.5^\circ$, where forward reflection is plausible. Suppose that each hit is specular and that the ion survives it with probability $R$. In the trench an ion hits at most once, because a second hit would need a further sideways path $w$, and the total path $s$ is shorter than that. The fraction that arrives is
\begin{equation}
1-x+Rx .
\end{equation}
For an assumed $R=0.9$ this is $0.564+0.9\times0.436=0.956$. In the hole, ions on short chords can hit several times. If each shadowed ion hit once, the result would be $0.463+0.9\times0.537=0.946$; tracing the bounces gives 94.5 percent. For $R=1$ every ion arrives in both shapes. Specular reflection with the assumed $R=0.9$ thus makes up most of the deficit in ion number, but it does not light the shadow in this trench. The reflected ions land within a distance $s$ of the wall they hit, on floor that is already lit, and the shadowed strip at the opposite wall stays dark. In the hole, too, the arriving ions crowd towards the side to which the beam is tilted. Energy lost at the wall is not counted.

\paragraph{Charged walls.} Let a voltage $V$ act across the trench width over its whole depth, with a uniform field $V/w$. An ion of speed $v_0$ needs the time $h/(v_0\cos\theta)$ to reach the floor. With $mv_0^2=2E$, the field adds the relative shift
\begin{equation}
b=\frac1w\cdot\frac12\,\frac{eV}{mw}\,\frac{h^2}{v_0^2\cos^2\theta}=\frac{eV A^2}{4E\cos^2\theta}.
\end{equation}
One volt gives $b=2500/12000=0.208$. If it pushes along the tilt, the trench keeps $1-0.4363-0.2083=0.355$. If it pushes against the tilt, the path is $x\zeta-b\zeta^2$ with $\zeta=z/h$. This path would turn back at $\zeta=x/(2b)=1.05$, below the floor, so the landing point still decides and the trench keeps $1-0.436+0.208=0.772$.

A voltage of 2.09 V shifts the ions as much as the tilt does. When it opposes the tilt, the ions land straight below their entry points, but the floor is still not fully lit. The path $x\zeta(1-\zeta)$ bulges sideways by $x/4=0.109$ at half depth, and ions that enter closer than this to one wall are lost. The trench then keeps 89 percent.

\paragraph{Gas collisions.} For a pressure $p=10$ mTorr, a gas temperature of 500 K and a collision cross-section $\sigma_c=0.5$ nm$^2$, the mean free path is
\begin{equation}
\lambda=\frac{k_BT}{p\sigma_c}=10.4\ \text{mm}.
\end{equation}
Inside the feature the collision probability is about $h/\lambda$, or 0.05 percent. In a sheath 5 mm thick it is $1-e^{-5/10.4}=0.38$. With this cross-section more than a third of the ions would collide before they arrive, and the parallel beam describes at best the others. The figure is only as good as the assumed $\sigma_c$, which is taken as constant although it falls with ion energy: half the value gives 0.21, and twice the value 0.62.

\subsection{The result beside a real etch}

Memory holes have diameters of very roughly 100 nm and depths of several micrometres, and they are etched with ions of kilovolt energies, so the example is not far from practice. The angle $\theta$ is measured from the axis of the feature. If the feature itself grows along the ion direction, the relevant angle is smaller than the tilt from the wafer normal. The fractions depend strongly on the assumed conditions. With 90 percent survival per hit, the fraction reaching the floor of the hole rises from 46 to 94.5 percent. A transverse temperature of 0.5 eV with absorbing walls lowers it to 28 percent. The values 56 and 46 percent thus measure the direct line of sight from the beam to the floor. They are not etch rates, which also depend on neutral species, ion energy and surface chemistry. The numerical output lists the fractions for further aspect ratios and trench azimuths.

\section*{Table of computed values}
\begin{verbatim}
feature width or diameter: 100 nm
feature depth: 5000 nm
aspect ratio: 50
tilt: 0.50 degrees
tan(tilt): 0.008727
relative shift x: 0.43634
lateral shift: 43.63 nm
arccos x: 1.11927 rad
x sqrt(1-x^2): 0.39261
trench lit fraction, formula: 56.37 percent
trench lit fraction, ray tracing: 56.38 percent
hole lit fraction, formula: 46.26 percent
hole lit fraction, ray tracing: 46.26 percent
trench lit width: 56.37 nm
hole floor area: 7854 nm^2
hole lit area: 3633 nm^2
aspect ratio for a dark floor: 114.6
small-shift loss ratio, hole to trench (4/pi): 1.2732
aspect ratio 10: x = 0.0873, trench 91.27, hole 88.90 percent
aspect ratio 20: x = 0.1745, trench 82.55, hole 77.89 percent
aspect ratio 50: x = 0.4363, trench 56.37, hole 46.26 percent
aspect ratio 100: x = 0.8727, trench 12.73, hole 5.35 percent
aspect ratio 120: x = 1.0472, trench 0.00, hole 0.00 percent
trench, tilt azimuth 0 degrees: 56.37 percent lit
trench, tilt azimuth 45 degrees: 69.15 percent lit
trench, tilt azimuth 90 degrees: 100.00 percent lit
ion energy (rough): 3000 eV
gas temperature (rough): 500 K
transverse temperature 0.0431 eV: rms angle 0.154 degrees
  ions reaching floor: trench 56.36, hole 44.42 percent
transverse temperature 0.5000 eV: rms angle 0.523 degrees
  ions reaching floor: trench 50.49, hole 27.84 percent
assumed survival per wall reflection: 0.90
with reflection, trench ions reaching floor: 95.6 percent
with reflection, hole ions reaching floor: 94.5 percent
assumed lateral wall voltage: 1.0 V
relative shift from this voltage: 0.2083
trench lit, voltage aiding the tilt: 35.5 percent
trench lit, voltage opposing the tilt: 77.2 percent
voltage shifting ions as much as the tilt: 2.09 V
gas pressure (rough): 10 mTorr
collision cross-section (rough): 0.50 nm^2
sheath thickness (rough): 5.0 mm
ion mean free path: 10.4 mm
ions colliding in the sheath: 38 percent
ions colliding inside the feature: 0.048 percent
\end{verbatim}
